\section{Corner weights of the linear tetrahedron method}

\subsection{A segment}

Take one band in one dimension and a segment of $k$ of length $L$ with end energies $e_1<e_2$. Write $k=k_1+sL$ with $0\le s\le1$, and replace the band energy and a matrix element $X$ by straight lines between their end values, $\varepsilon=(1-s)e_1+se_2$ and $X=(1-s)X_1+sX_2$. For a Fermi level $e_1<E<e_2$ the occupied part is $0\le s<a$ with $a=(E-e_1)/(e_2-e_1)$, and
\begin{equation}
\int_0^a X\,L\,ds=L\Big(a-\frac{a^2}{2}\Big)X_1+L\,\frac{a^2}{2}\,X_2 .
\label{eq:segment}
\end{equation}
The coefficients of $X_1$ and $X_2$ contain $E$, $e_1$, $e_2$ and $L$, and nothing of $X$. They can also be read off geometrically. The occupied piece has length $aL$, a linear function integrates to the length times the mean of its end values, the function $s$ has end values $0$ and $a$, and $1-s$ has end values $1$ and $1-a$. This gives $aL\cdot a/2$ and $aL\,(2-a)/2$, as in \eqref{eq:segment}. Bl\"ochl's weights are the same construction in three dimensions, where the occupied region must first be cut into simplices.

\subsection{Definition of the weights}

Let $T$ be a tetrahedron with corners $\mathbf k_1,\dots,\mathbf k_4$ and volume $V_T$ in a reciprocal cell of volume $V_G$, and let $v=V_T/V_G$. One band is treated at zero temperature, without a spin factor. Every point of $T$ has unique barycentric coordinates,
\begin{equation}
\mathbf k=\sum_{i=1}^4\lambda_i\mathbf k_i,\qquad \sum_i\lambda_i=1,\qquad \lambda_i\ge0 .
\label{eq:bary}
\end{equation}
Each $\lambda_i$ is a linear function of $\mathbf k$ (a constant term is allowed) equal to $1$ at corner $i$ and $0$ at the other three. The single assumption of the method is that inside $T$ both the energy and the matrix element are replaced by the linear functions that take the true corner values,
\begin{equation}
\varepsilon=\sum_i\lambda_ie_i,\qquad X=\sum_i\lambda_iX_i .
\label{eq:interp}
\end{equation}
The corners are numbered so that $e_1\le e_2\le e_3\le e_4$, and $e_{ij}=e_i-e_j$. A state counts as occupied when $\varepsilon<E$. The $X_i$ are constants and come out of the integral:
\begin{equation}
\frac1{V_G}\int_T X\,\theta(E-\varepsilon)\,d^3k=\sum_iw_iX_i,\qquad
w_i=\frac1{V_G}\int_T\lambda_i\,\theta(E-\varepsilon)\,d^3k .
\label{eq:def}
\end{equation}
The independence of $w_i$ from the matrix element is complete at this point. It follows from \eqref{eq:interp}, and cutting the occupied region serves only to evaluate the $w_i$. Setting all $X_i=1$ shows that $\sum_iw_i$ is the occupied volume in units of $V_G$. The weights also have a meaning of their own. The grand potential of the tetrahedron is $\Omega=-V_G^{-1}\int_T(E-\varepsilon)\,\theta(E-\varepsilon)\,d^3k$. The function $u\,\theta(u)$ has derivative $\theta(u)$, and $\partial\varepsilon/\partial e_i=\lambda_i$, so $w_i=\partial\Omega/\partial e_i$ at fixed $E$: the weight is the occupation carried by corner $i$.

\subsection{Two lemmas on tetrahedra}

The map $\mathbf k=\mathbf k_1+x(\mathbf k_2-\mathbf k_1)+y(\mathbf k_3-\mathbf k_1)+z(\mathbf k_4-\mathbf k_1)$ takes the unit simplex $x,y,z\ge0$, $x+y+z\le1$ onto $T$. Comparison with \eqref{eq:bary} gives $\lambda_2=x$, $\lambda_3=y$, $\lambda_4=z$, $\lambda_1=1-x-y-z$. The Jacobian $J$ is constant, the modulus of the triple product of the three edge vectors. On the unit simplex, integrating over $z$ first,
\begin{align}
\int 1&=\int_0^1\!dx\int_0^{1-x}\!dy\,(1-x-y)=\int_0^1\!dx\,\frac{(1-x)^2}{2}=\frac16,\\
\int z&=\int_0^1\!dx\int_0^{1-x}\!dy\,\frac{(1-x-y)^2}{2}=\int_0^1\!dx\,\frac{(1-x)^3}{6}=\frac1{24}.
\end{align}
The first line gives $V_T=J/6$. The simplex is symmetric in $x,y,z$, so $\int x=\int y=1/24$, and $\int\lambda_1=1/6-3/24=1/24$. Hence $\int_T\lambda_i\,d^3k=J/24=V_T/4$ for every $i$. This holds for any tetrahedron $S$ with vertices $\mathbf q_m$ and its own coordinates $\mu_m$. A linear function obeys $f=\sum_m\mu_mf(\mathbf q_m)$ on $S$, so
\begin{equation}
\int_S f\,d^3k=\frac{V_S}{4}\sum_{m=1}^4f(\mathbf q_m).
\label{eq:centroid}
\end{equation}

For the volume of $S\subset T$, collect the barycentric coordinates of its vertices with respect to $T$ as the rows of a matrix, $B_{mi}=\lambda_i(\mathbf q_m)$. Let $M_T$ be the $4\times4$ matrix with rows $(1,\mathbf k_i)$. Subtracting its first row from the others leaves the determinant unchanged and leaves a single $1$ in the first column; expanding along that column gives the triple product, so $|\det M_T|=6V_T$, and likewise $|\det M_S|=6V_S$. By \eqref{eq:bary}, $(1,\mathbf q_m)=\sum_iB_{mi}(1,\mathbf k_i)$, which is $M_S=BM_T$. Therefore $V_S=|\det B|\,V_T$. Applying \eqref{eq:centroid} to $f=\lambda_i$, a region tiled by tetrahedra $S$ gives
\begin{equation}
\frac1{V_G}\int\lambda_i\,d^3k=\sum_SC_S\sum_{m=1}^4B^{(S)}_{mi},\qquad C_S=\frac v4\,\big|\det B^{(S)}\big| .
\label{eq:master}
\end{equation}
A weight is a sum over pieces of a quarter volume times a column sum. No Cartesian coordinate appears in \eqref{eq:master}, so the shape of $T$ enters only through $v$.

\subsection{The vertices of the occupied region}

The occupied region is the intersection of $T$ with the half-space $\varepsilon<E$ and is therefore a convex polyhedron. Its vertices are the corners below $E$ and the points $P_{ij}$ where the plane $\varepsilon=E$ cuts an edge joining a corner $i$ below $E$ to a corner $j$ above. On that edge $\lambda_i=1-\lambda_j$ and $\varepsilon=e_i+\lambda_je_{ji}$, so $P_{ij}$ has
\begin{equation}
\lambda_j=a_{ij}=\frac{E-e_i}{e_{ji}},\qquad \lambda_i=b_{ij}=1-a_{ij}=\frac{e_j-E}{e_{ji}},
\label{eq:edge}
\end{equation}
both between $0$ and $1$, and its other two coordinates vanish. For $E\le e_1$ nothing is occupied and $w_i=0$. For $E\ge e_4$ and $E>e_1$ the whole volume is occupied and $w_i=v/4$ by \eqref{eq:centroid}. Three cases remain.

\subsection{Case 1: $e_1<E\le e_2$}

Only corner 1 lies below $E$, and the occupied region is the tetrahedron $(1,P_{12},P_{13},P_{14})$:
\begin{equation}
B=\begin{pmatrix}1&0&0&0\\ b_{12}&a_{12}&0&0\\ b_{13}&0&a_{13}&0\\ b_{14}&0&0&a_{14}\end{pmatrix}.
\end{equation}
The matrix is triangular, so $\det B=a_{12}a_{13}a_{14}$. Its column sums are $1+b_{12}+b_{13}+b_{14}=4-a_{12}-a_{13}-a_{14}$, then $a_{12}$, $a_{13}$, $a_{14}$. With \eqref{eq:master} and \eqref{eq:edge},
\begin{align}
C&=\frac v4\,\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}},\nonumber\\
w_1&=C\Big[4-(E-e_1)\Big(\frac1{e_{21}}+\frac1{e_{31}}+\frac1{e_{41}}\Big)\Big],\nonumber\\
w_j&=C\,\frac{E-e_1}{e_{j1}},\qquad j=2,3,4 .
\label{eq:case1}
\end{align}
As $E\to e_1$ with $e_2>e_1$, $w_1$ vanishes as $(E-e_1)^3$ and the others as $(E-e_1)^4$: a small pocket at corner 1 samples $X_1$ alone. The empty corners still carry weight, because they fix the slope of $X$ inside the pocket.

\subsection{Case 2: $e_2<E\le e_3$}

Corners 1 and 2 lie below $E$, four edges are cut, and the occupied region is a wedge with vertices $1,2,P_{13},P_{14},P_{23},P_{24}$. It is cut by the following rule. Let $Q$ be a bounded convex polyhedron, a bounded set defined by a finite number of linear inequalities, and $p$ one of its vertices. A ray from $p$ through any other point $x$ of $Q$ leaves $Q$ at one point $y$, and $x$ lies on the segment $py$. At $y$ some inequality turns from satisfied to violated. That inequality cannot be an equality at $p$: it would then be violated immediately beyond $p$, and $x$ would not be in $Q$. So $y$ lies on a face that does not contain $p$, and on exactly one such face unless it lies on an edge, which happens for a set of $x$ of zero volume. The cones from $p$ over the faces not containing $p$ therefore tile $Q$.

Choose $p=2$. The faces of the wedge lie in the four faces of $T$ and in the plane $\varepsilon=E$. The faces $123$, $124$ and $234$ of $T$ contain corner 2. The occupied part of face $134$ is the triangle $(1,P_{13},P_{14})$. The plane does not contain corner 2, since $e_2<E$, and for $E<e_3$ it meets $T$ in a convex quadrilateral with one side in each face of $T$: $P_{13}P_{14}$ in $134$, $P_{14}P_{24}$ in $124$, $P_{24}P_{23}$ in $234$, $P_{23}P_{13}$ in $123$. The cyclic order is $P_{13},P_{14},P_{24},P_{23}$, so $P_{14}P_{23}$ is a diagonal and divides it into two triangles. At $E=e_3$ the points $P_{13}$ and $P_{23}$ merge into corner 3, the quadrilateral degenerates and the second of the cones below has zero volume; the formulas remain valid there by continuity in $E$. The three cones are $(2,1,P_{13},P_{14})$, $(2,P_{13},P_{14},P_{23})$ and $(2,P_{14},P_{23},P_{24})$, with
\begin{equation}
B^{(1)}=\begin{pmatrix}0&1&0&0\\1&0&0&0\\ b_{13}&0&a_{13}&0\\ b_{14}&0&0&a_{14}\end{pmatrix},\quad
B^{(2)}=\begin{pmatrix}0&1&0&0\\ b_{13}&0&a_{13}&0\\ b_{14}&0&0&a_{14}\\0&b_{23}&a_{23}&0\end{pmatrix},
\end{equation}
\begin{equation}
B^{(3)}=\begin{pmatrix}0&1&0&0\\ b_{14}&0&0&a_{14}\\0&b_{23}&a_{23}&0\\0&b_{24}&0&a_{24}\end{pmatrix}.
\end{equation}
Each determinant is expanded along the first row, which removes that row and the second column; only moduli are needed. For $B^{(1)}$ the minor has rows $(1,0,0)$, $(b_{13},a_{13},0)$, $(b_{14},0,a_{14})$ and is triangular, giving $a_{13}a_{14}$. For $B^{(2)}$ the rows are $(b_{13},a_{13},0)$, $(b_{14},0,a_{14})$, $(0,a_{23},0)$; expansion along the last leaves $a_{23}$ times the determinant of $(b_{13},0)$, $(b_{14},a_{14})$, giving $a_{23}b_{13}a_{14}$. For $B^{(3)}$ the rows $(b_{14},0,a_{14})$, $(0,a_{23},0)$, $(0,0,a_{24})$ are triangular, giving $b_{14}a_{23}a_{24}$. Inserting \eqref{eq:edge},
\begin{align}
C_1&=\frac v4\,a_{13}a_{14}=\frac v4\,\frac{(E-e_1)^2}{e_{41}e_{31}},\nonumber\\
C_2&=\frac v4\,a_{14}a_{23}b_{13}=\frac v4\,\frac{(E-e_1)(E-e_2)(e_3-E)}{e_{41}e_{32}e_{31}},\nonumber\\
C_3&=\frac v4\,a_{23}a_{24}b_{14}=\frac v4\,\frac{(E-e_2)^2(e_4-E)}{e_{42}e_{32}e_{41}} .
\label{eq:C2}
\end{align}
The column sums of the three matrices, used in \eqref{eq:master}, give
\begin{align}
w_1&=C_1(1+b_{13}+b_{14})+C_2(b_{13}+b_{14})+C_3b_{14},\nonumber\\
w_2&=C_1+C_2(1+b_{23})+C_3(1+b_{23}+b_{24}),\nonumber\\
w_3&=C_1a_{13}+C_2(a_{13}+a_{23})+C_3a_{23},\nonumber\\
w_4&=C_1a_{14}+C_2a_{14}+C_3(a_{14}+a_{24}).
\label{eq:columns}
\end{align}
Collecting the terms that multiply the same $a_{ij}$ or $b_{ij}$ yields Bl\"ochl's form,
\begin{align}
w_1&=C_1+(C_1+C_2)\frac{e_3-E}{e_{31}}+(C_1+C_2+C_3)\frac{e_4-E}{e_{41}},\nonumber\\
w_2&=C_1+C_2+C_3+(C_2+C_3)\frac{e_3-E}{e_{32}}+C_3\frac{e_4-E}{e_{42}},\nonumber\\
w_3&=(C_1+C_2)\frac{E-e_1}{e_{31}}+(C_2+C_3)\frac{E-e_2}{e_{32}},\nonumber\\
w_4&=(C_1+C_2+C_3)\frac{E-e_1}{e_{41}}+C_3\frac{E-e_2}{e_{42}} .
\label{eq:case2}
\end{align}
The coefficients record which pieces share a vertex: corner 2 and $P_{14}$ belong to all three, $P_{13}$ to the first two, $P_{23}$ to the last two, corner 1 to the first and $P_{24}$ to the third alone. Every row of a $B$ sums to $1$, so the four column sums add to $4$ and $\sum_iw_i=4(C_1+C_2+C_3)$, the volume of the wedge. The other diagonal $P_{13}P_{24}$ changes the second and third pieces and their volumes. It cannot change the $w_i$, because \eqref{eq:def} makes no reference to a cut.

\subsection{Case 3: $e_3<E<e_4$}

Only corner 4 lies above $E$. Since $\theta(E-\varepsilon)=1-\theta(\varepsilon-E)$ away from the plane, $w_i$ is the full value $v/4$ minus the integral of $\lambda_i$ over the empty tetrahedron $(P_{14},P_{24},P_{34},4)$, for which
\begin{equation}
B=\begin{pmatrix}b_{14}&0&0&a_{14}\\0&b_{24}&0&a_{24}\\0&0&b_{34}&a_{34}\\0&0&0&1\end{pmatrix}.
\end{equation}
The determinant is $b_{14}b_{24}b_{34}$, and the column sums are $b_{14}$, $b_{24}$, $b_{34}$ and $1+a_{14}+a_{24}+a_{34}=4-b_{14}-b_{24}-b_{34}$. Thus
\begin{align}
C&=\frac v4\,\frac{(e_4-E)^3}{e_{41}e_{42}e_{43}},\nonumber\\
w_j&=\frac v4-C\,\frac{e_4-E}{e_{4j}},\qquad j=1,2,3,\nonumber\\
w_4&=\frac v4-C\Big[4-(e_4-E)\Big(\frac1{e_{41}}+\frac1{e_{42}}+\frac1{e_{43}}\Big)\Big].
\label{eq:case3}
\end{align}
The subtracted terms are the weights \eqref{eq:case1} for holes, obtained by reversing the sign of all energies and the order of the corners. The occupied region can also be cut directly: the cones from corner 1 are $(1,P_{14},P_{24},P_{34})$, $(1,2,3,P_{34})$ and $(1,2,P_{34},P_{24})$, and they give the same weights for the reason stated in case 2.

\subsection{Bounds, continuity and degenerate corners}

From \eqref{eq:def}, $\lambda_i\ge0$ and $0\le\theta\le1$ imply $0\le w_i\le v/4$, and $w_i$ never decreases with $E$. A change of $E$ by $\delta E$ alters $w_i$ by at most the volume fraction of the slab between two parallel planes, which tends to zero with $\delta E$ whenever $e_4>e_1$. The weights are then continuous in $E$, across the case boundaries as well. At $E=e_2$, for instance, $a_{12}=1$ turns $C$ of \eqref{eq:case1} into $C_1$, while $a_{23}=a_{24}=0$ makes $C_2=C_3=0$, and both cases give $C_1(1+b_{13}+b_{14},\,1,\,a_{13},\,a_{14})$. If all four energies are equal the weights jump from $0$ to $v/4$ at that energy.

Equal corner energies cause no division by zero. In case 1 the denominators are $e_{21}\le e_{31}\le e_{41}$, in case 2 they are $e_{31},e_{41},e_{32},e_{42}$, each at least $e_{32}$, and in case 3 they are at least $e_{43}$. The smallest denominator is the width of the interval that defines the case, and a case is entered only when that width is positive.

\subsection{Assembly on a mesh and the limits of the result}

Summing \eqref{eq:def} over all tetrahedra and grouping terms by mesh point gives
\begin{equation}
\langle X\rangle=\sum_{\mathbf k}W_{\mathbf k}X_{\mathbf k},\qquad W_{\mathbf k}=\sum_{T\ni\mathbf k}w^{(T)}_{i(\mathbf k)},
\label{eq:mesh}
\end{equation}
where $i(\mathbf k)$ is the number that $\mathbf k$ carries in the sorted order of $T$. The $W_{\mathbf k}$ are computed once from the energies and serve for every $X$. For a prescribed electron number, $E$ is found from the non-decreasing function $\sum_{\mathbf k}W_{\mathbf k}(E)$.

Equation \eqref{eq:mesh} is exact for the interpolants, and its error with respect to the true integral is the error of \eqref{eq:interp}. For a function $f$ with bounded second derivatives, Taylor's theorem about $\mathbf k$ reads $f(\mathbf k_i)=f(\mathbf k)+\nabla f\cdot\mathbf d_i+\tfrac12\mathbf d_i^{\mathsf T}H_i\mathbf d_i$, with $\mathbf d_i=\mathbf k_i-\mathbf k$ and $H_i$ the Hessian at an intermediate point. By \eqref{eq:bary}, $\sum_i\lambda_i\mathbf d_i=0$, so
\begin{equation}
\sum_i\lambda_if(\mathbf k_i)-f(\mathbf k)=\frac12\sum_i\lambda_i\,\mathbf d_i^{\mathsf T}H_i\mathbf d_i ,
\label{eq:taylor}
\end{equation}
which is bounded by $ch^2$ for mesh spacing $h$. The true and the interpolated occupations can differ only where the true energy lies within $ch^2$ of $E$, and that shell has a volume of order $h^2$ if the density of states is bounded near $E$. At fixed $E$ the error of $\langle X\rangle$ is then at most of order $h^2$. Bl\"ochl's curvature correction is a separate step, not contained in the weights derived here.

The proof of this bound uses smooth $\varepsilon$ and $X$; where smoothness fails the proof lapses, which does not by itself show that the order $h^2$ is lost. Where two bands cross inside a tetrahedron and bands are labelled by energy order, $\varepsilon$ has a kink and $X$ can jump, and \eqref{eq:taylor} does not apply there. A quantity that depends on the phase of the Bloch states is not a smooth function of $\mathbf k$ while that phase is chosen independently at each mesh point, and its interpolation then has no meaning. A product of two interpolated quantities is quadratic, and its integral is in general not given by the $w_i$ and the corner values of the product.

\subsection{Worked example: one tetrahedron}

Take the model values $e_i=0,1,2,4$ eV and $X_i=1,2,3,5$. Weights are in units of $v$.

For $E=0.5$ eV, $a_{12}=0.5$, $a_{13}=0.25$, $a_{14}=0.125$, and $C=0.5\times0.25\times0.125/4=0.003906$. Then $w_1=C(4-0.5-0.25-0.125)=0.012207$, and $w_2,w_3,w_4=Ca_{1j}=0.001953,\ 0.000977,\ 0.000488$. The sum is $4C=0.015625$.

For $E=1.5$ eV, $a_{13}=0.75$, $a_{14}=0.375$, $a_{23}=0.5$, $a_{24}=0.166667$. Equation \eqref{eq:C2} gives $C_1=0.75\times0.375/4=0.070312$, $C_2=0.375\times0.5\times(1-0.75)/4=0.011719$ and $C_3=0.5\times0.166667\times(1-0.375)/4=0.013021$. From \eqref{eq:case2},
\begin{align*}
w_1&=C_1+(C_1+C_2)(1-0.75)+(C_1+C_2+C_3)(1-0.375)=0.150228,\\
w_2&=C_1+C_2+C_3+(C_2+C_3)(1-0.5)+C_3(1-0.166667)=0.118273,\\
w_3&=0.75\,(C_1+C_2)+0.5\,(C_2+C_3)=0.073893,\\
w_4&=0.375\,(C_1+C_2+C_3)+0.166667\,C_3=0.037815 .
\end{align*}
The occupied fraction is $0.380208$. The band energy is $1\times0.118273+2\times0.073893+4\times0.037815=0.41732$ in units of $v\,$eV, and $\sum_iw_iX_i=0.797526$. These values of $X_i$ equal $1+e_i/\mathrm{eV}$, so the last number is the sum of the previous two and carries no separate information. For $X=\lambda_2\lambda_3$, which vanishes at all four corners, the corner sum is zero while the true occupied integral is $0.019217$.

For $E=3$ eV, $a_{14}=0.75$, $a_{24}=0.666667$, $a_{34}=0.5$, and $C=(1-0.75)(1-0.666667)(1-0.5)/4=0.010417$. Then $w_1=\tfrac14-C(1-0.75)=0.247396$, likewise $w_2=0.246528$ and $w_3=0.244792$, and $w_4=\tfrac14-C(1+0.75+0.666667+0.5)=0.219618$, with sum $0.958333$.

The numerical check below tests the four weights separately against nested quadrature of \eqref{eq:def} on 46 energy sets, degenerate ones included, where the largest difference is $2.5\times10^{-16}\,v$, and it tests the determinants, the alternative cuts, the continuity and the tiling.

\subsection{Worked example: a simple cubic band}

Take $\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z)$, with $k$ in units of the inverse lattice constant, $t=1$ eV and $E=-3$ eV. An $N^3$ mesh divides the zone into cubes. Each cube, with local coordinates between $0$ and $1$, is split into the six tetrahedra defined by the six orderings of the coordinates. Permutation symmetry makes their volumes equal, so $v=1/(6N^3)$. There are $6\times4$ corners per cube and one mesh point per cube, so a full band has $W_{\mathbf k}=24\,v/4=1/N^3$.

The exact values follow from writing $\varepsilon=u-2t\cos k_z$. A cosine chain has the density of states $g_1(s)=1/(\pi\sqrt{4t^2-s^2})$, and $u$ has the density $g_2(u)=\int g_1(s)g_1(u-s)\,ds$. With $s=u/2+p$ the four linear factors under the root regroup as $(\alpha^2-p^2)(\beta^2-p^2)$, where $\alpha=2t-|u|/2$ and $\beta=2t+|u|/2$. The substitution $p=\alpha\sin\phi$ gives $g_2=2K(\alpha^2/\beta^2)/(\pi^2\beta)$, with $K(m)=\int_0^{\pi/2}d\phi/\sqrt{1-m\sin^2\phi}$, and the Landen identity $K\big(4q/(1+q)^2\big)=(1+q)\,K(q^2)$ simplifies it. With $q=\alpha/\beta$ and $\alpha+\beta=4t$ one has $1+q=4t/\beta$ and $4q/(1+q)^2=4\alpha\beta/(\alpha+\beta)^2=1-u^2/16t^2$, so $K(\alpha^2/\beta^2)=(\beta/4t)\,K(1-u^2/16t^2)$ and $g_2=K(1-u^2/16t^2)/(2\pi^2t)$. At fixed $u$ the occupied states have $|k_z|<\kappa=\arccos[-(E-u)/2t]$, for $-4t\le u\le E+2t$. Integrating $1$, $u-2t\cos k_z$ and $\sin^2k_z$ over $dk_z/2\pi$ gives
\begin{equation}
\big\{n,\;U,\;\langle\sin^2k_z\rangle\big\}=\int du\,g_2(u)\Big\{\frac\kappa\pi,\;\frac{u\kappa-2t\sin\kappa}{\pi},\;\frac{\kappa-\tfrac12\sin2\kappa}{2\pi}\Big\},
\label{eq:exact}
\end{equation}
with the values $0.116999$ states, $-0.478889$ eV and $0.049375$ per cell and spin. One set of $W_{\mathbf k}$ per mesh gives all three quantities through \eqref{eq:mesh}:
\begin{center}
\begin{tabular}{cccc}
$N$ & $n$ & $U$ (eV) & $\langle\sin^2k_z\rangle$\\
16 & 0.114127 & $-0.464208$ & 0.048292\\
32 & 0.116292 & $-0.475234$ & 0.049109\\
64 & 0.116821 & $-0.477970$ & 0.049308
\end{tabular}
\end{center}
At $N=64$ the mesh values minus those of \eqref{eq:exact} are $-1.8\times10^{-4}$ states, $+9.2\times10^{-4}$ eV and $-6.7\times10^{-5}$. These differences shrink by factors of $4.06$, $4.02$, $4.06$ from $N=16$ to $32$ and by $3.97$, $3.98$, $3.98$ from $32$ to $64$. The $h^2$ order allowed by \eqref{eq:taylor} is thus attained in this model. The filling is too small on all three meshes. The band is not convex over the whole Fermi surface, which reaches $\cos k_x<0$ on the axes, so \eqref{eq:taylor} does not fix this sign point by point. The sign is reported as a numerical observation for these three meshes.

\section*{Numbers as computed}
\begin{verbatim}
max |formula - quadrature| over 46 energy sets: 2.5e-16 (v)
corner energies e1..e4 (eV): 0.000000 1.000000 2.000000 4.000000
corner values X1..X4 (dimensionless): 1.000000 2.000000 3.000000 5.000000
case 1: E = 0.5 eV
  a12=0.500000 a13=0.250000 a14=0.125000
  C (v): 0.003906
  w1..w4 (v): 0.012207 0.001953 0.000977 0.000488
  sum w (v), sum w e (v eV), sum w X (v): 0.015625 0.005859 0.021484
  same three by quadrature: 0.015625 0.005859 0.021484
case 2: E = 1.5 eV
  a13=0.750000 a14=0.375000 a23=0.500000 a24=0.166667
  C (v): 0.070312 0.011719 0.013021
  w1..w4 (v): 0.150228 0.118273 0.073893 0.037815
  sum w (v), sum w e (v eV), sum w X (v): 0.380208 0.417318 0.797526
  same three by quadrature: 0.380208 0.417318 0.797526
case 3: E = 3.0 eV
  a14=0.750000 a24=0.666667 a34=0.500000
  C (v): 0.010417
  w1..w4 (v): 0.247396 0.246528 0.244792 0.219618
  sum w (v), sum w e (v eV), sum w X (v): 0.958333 1.614583 2.572917
  same three by quadrature: 0.958333 1.614583 2.572917
X=lam2*lam3, E=1.5 eV: true 0.019217 (v), corner sum 0.000000 (v)
simple cubic band: t = 1.0 eV, E = -3.0 eV, per cell and spin
columns: filling (states), band energy (eV), <sin^2 kz a> (dimensionless)
exact: 0.116999 -0.478889 0.049375
N = 16 (24576 tetrahedra): 0.114127 -0.464208 0.048292
  error: -2.872e-03 1.468e-02 -1.084e-03
N = 32 (196608 tetrahedra): 0.116292 -0.475234 0.049109
  error: -7.072e-04 3.655e-03 -2.666e-04
N = 64 (1572864 tetrahedra): 0.116821 -0.477970 0.049308
  error: -1.782e-04 9.189e-04 -6.697e-05
error ratio N=16/N=32: 4.06 4.02 4.06
error ratio N=32/N=64: 3.97 3.98 3.98
\end{verbatim}
